**Lorenz number of one ballistic mode at threshold: numerical test**

For a unit-step transmission with the chemical potential μ at the threshold E₀, the program tests K/(GT) = (k/e)²[π²/3 − 4(ln 2)²]. Here K is the electronic heat conductance at zero electric current, G the isothermal conductance, T the mean temperature, k Boltzmann's constant and e the elementary charge. Reservoir currents integrated over wave number for a nonparabolic band, with the open-circuit condition solved numerically, give 1.368056 (k/e)², equal to the formula at the printed precision. The program also asserts that the ratio at zero electrochemical bias is π²/3, and it checks the threshold moments, the slope and the limits as μ moves. The transmission of an inverted parabolic barrier is compared with direct integration of the Schrödinger equation at three energies. For the 4 K example, with a barrier energy ħω_x of 0.5 meV and a mode spacing of 5 meV, tunnelling and higher modes raise the Lorenz number to 1.479 (k/e)², 8.1 % above the ideal value. The output also sizes gate error, spin splitting, finite heating and lattice heat conduction.

## Numerical verification

```python
"""Electronic Lorenz number of one ballistic mode with mu at its threshold.

Result under test: K/(G T) = (k/e)^2 [pi^2/3 - 4 (ln 2)^2], where
K = electronic heat conductance at zero electric current,
G = isothermal electric conductance, T = mean temperature.
x = (E - mu)/(k T); f = Fermi function; transmission is a unit step.
Moments: L_n = integral of transmission * x^n * (-df/dx) over x.
Dimensionless reservoir calculations use k T = hbar = mass = e = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def panel_rule(edges):
    """Gauss-Legendre points and weights on consecutive panels."""
    edges = np.asarray(edges, dtype=float)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    points = middle[:, None] + half[:, None] * NODES
    return points.ravel(), (half[:, None] * WEIGHTS).ravel()


def moments(transmission, breaks=()):
    edges = np.unique(np.concatenate((np.arange(-60.0, 61.0), breaks)))
    x, w = panel_rule(edges)
    weight = w * transmission(x) / (4 * np.cosh(x / 2) ** 2)
    return np.array([np.sum(weight * x**n) for n in range(3)])


def lorenz(m):
    return m[2] / m[0] - (m[1] / m[0]) ** 2


def step_lorenz(eta):
    """Step threshold lying eta*kT below the chemical potential."""
    return lorenz(moments(lambda x: (x > -eta) * 1.0, [-eta]))


# Closed forms for the ideal threshold
ln2 = np.log(2)
wf = np.pi**2 / 3
ideal = wf - 4 * ln2**2
m_step = moments(lambda x: (x > 0) * 1.0)
assert np.allclose(m_step, [0.5, ln2, np.pi**2 / 6], atol=1e-11)
n = np.arange(1, 200001)
series = 2 * np.sum((-1.0) ** (n + 1) / n**2)
assert abs(series - m_step[2]) < 1e-9

# Reservoir currents from a wave-number integral, nonparabolic band:
# E (1 + alpha E) = q^2/2, velocity = dE/dq
alpha = 0.3
q, wq = panel_rule(np.linspace(0, 50, 101))
root = np.sqrt(1 + 2 * alpha * q**2)
energy = (root - 1) / (2 * alpha)
velocity = q / root


def currents(dmu, dtemp):
    """Particle and energy currents for symmetric biases."""
    left = expit(-(energy - dmu / 2) / (1 + dtemp / 2))
    right = expit(-(energy + dmu / 2) / (1 - dtemp / 2))
    flow = wq * velocity * (left - right) / (2 * np.pi)
    return flow.sum(), (flow * energy).sum()


def open_circuit(dtemp):
    dmu = brentq(lambda d: currents(d, dtemp)[0],
                 -3 * dtemp, 0, xtol=1e-15)
    return dmu / dtemp, currents(dmu, dtemp)[1] / dtemp


small = 1e-3
g_direct = currents(small, 0)[0] / small
bias_ratio, k_direct = open_circuit(small)
direct = k_direct / g_direct
assert abs(g_direct * 2 * np.pi - 0.5) < 1e-6
assert abs(bias_ratio + 2 * ln2) < 1e-5
assert abs(direct - ideal) < 1e-5
assert direct < wf
# Without the open-circuit condition the ratio is the full pi^2/3
k_short = currents(0, small)[1] / small
assert abs(k_short / g_direct - wf) < 1e-5

# Dependence on the position of the chemical potential
etas = [-12, -4, -2, -1, 0, 1, 2, 4, 25]
scan = [step_lorenz(eta) for eta in etas]
assert np.all(np.diff(scan) > 0)
assert abs(scan[0] - 1) < 1e-3 and abs(scan[-1] - wf) < 1e-6
slope = 4 * ln2**2 - np.pi**2 / 6
slope_fd = (step_lorenz(0.01) - step_lorenz(-0.01)) / 0.02
assert abs(slope - slope_fd) < 1e-4


# Transmission of an inverted parabola from the Schroedinger equation,
# energy unit hbar*omega_x: psi'' = -(2 eps + s^2) psi
def barrier_transmission(eps, reach=20.0):
    k = np.sqrt(2 * eps + reach**2)
    log_slope = reach / (2 * k**2)
    start = np.array([1, 1j * k - log_slope]) / np.sqrt(k)
    sol = solve_ivp(
        lambda s, y: np.array([y[1], -(2 * eps + s * s) * y[0]]),
        (reach, -reach), start.astype(complex),
        method="DOP853", rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    incoming = (psi + (dpsi - log_slope * psi) / (1j * k)) / 2
    return 1 / (k * abs(incoming) ** 2)


barrier_rows = []
for eps in (-0.3, 0.0, 0.2):
    numeric = barrier_transmission(eps)
    formula = expit(2 * np.pi * eps)
    assert abs(numeric - formula) < 1e-4
    barrier_rows.append((eps, numeric, formula))

# A smoothed threshold changes only the first moment
for a in (0.05, 0.25, 1.0):
    m = moments(lambda x: expit(x / a))
    assert abs(m[0] - 0.5) < 1e-10
    assert abs(m[2] - np.pi**2 / 6) < 1e-10
    assert m[1] < ln2 and ideal < lorenz(m) < wf
m = moments(lambda x: expit(x / 0.05))
drop = np.pi**2 * 0.05**2 / 24
assert abs((ln2 - m[1]) / drop - 1) < 0.01

# Worked example: rough values for a long III-V point contact
T, spacing, barrier = 4.0, 5.0, 0.5      # K, meV, meV
gate_error, spin_split = 0.1, 0.5        # meV, meV
kb, e, h = const.k, const.e, const.h
kt = kb * T / e * 1e3                    # meV
unit = (kb / e) ** 2
G = 2 * e**2 / h * m_step[0]
K = 2 * kb**2 * T / h * (m_step[2] - m_step[1] ** 2 / m_step[0])
S = -kb / e * m_step[1] / m_step[0]
assert abs(K / (G * T) / (ideal * unit) - 1) < 1e-10


def channel_lorenz(temp, hw_x, modes=21):
    thermal = kb * temp / e * 1e3
    a = hw_x / (2 * np.pi * thermal)
    levels = np.arange(modes) * spacing / thermal
    breaks = levels[levels < 60]
    return lorenz(moments(
        lambda x: sum(expit((x - lev) / a) for lev in levels), breaks))


a_ex = barrier / (2 * np.pi * kt)
m_tunnel = moments(lambda x: expit(x / a_ex))
levels = np.arange(21) * spacing / kt
ladder = lorenz(moments(
    lambda x: sum((x > lev) * 1.0 for lev in levels),
    levels[levels < 60]))
half_split = spin_split / (2 * kt)
split = lorenz(moments(
    lambda x: ((x > half_split) * 1.0 + (x > -half_split)) / 2,
    [-half_split, half_split]))
full = channel_lorenz(T, barrier)
assert ideal < full < wf

# Lattice heat: unit transmission of four massless acoustic modes
xb, wb = panel_rule(np.linspace(0, 60, 61))
boson = np.sum(wb * xb**2 / (4 * np.sinh(xb / 2) ** 2))
assert abs(boson - wf) < 1e-10
K_lattice = 4 * kb**2 * T / h * boson

print(f"L0, L1, L2 at threshold: {m_step[0]:.6f}, "
      f"{m_step[1]:.6f}, {m_step[2]:.6f}")
print(f"pi^2/3 = {wf:.6f}; 4 (ln 2)^2 = {4 * ln2**2:.6f}")
print(f"Lorenz number, formula: {ideal:.6f} (k/e)^2")
print(f"Lorenz number, reservoir currents: {direct:.6f} (k/e)^2")
print(f"Ratio with zero bias instead: {k_short / g_direct:.6f} (k/e)^2")
print(f"Open-circuit dmu/(k dT): {bias_ratio:.6f}")
print(f"Fraction of Wiedemann-Franz value: {ideal / wf:.4f}")
print(f"Lorenz number in SI: {ideal * unit:.4e} W Ohm/K^2")
print(f"Wiedemann-Franz in SI: {wf * unit:.4e} W Ohm/K^2")
print(f"Slope at threshold per unit eta: {slope:.4f} (k/e)^2")
print("eta = (mu-E0)/kT and Lorenz number in (k/e)^2:")
for eta, value in zip(etas, scan):
    print(f"  {eta:4d}  {value:.4f}")
print("Barrier: energy/(hbar omega_x), T numeric, T formula:")
for eps, numeric, formula in barrier_rows:
    print(f"  {eps:5.2f}  {numeric:.5f}  {formula:.5f}")
print(f"Example inputs: T = {T:.1f} K, spacing = {spacing:.1f} meV, "
      f"hbar omega_x = {barrier:.1f} meV")
print(f"kT = {kt:.4f} meV; spacing/kT = {spacing / kt:.2f}")
print(f"Conductance G = {G * 1e6:.3f} uS")
print(f"Electronic heat conductance K = {K * 1e12:.4f} pW/K")
print(f"Seebeck coefficient = {S * 1e6:.2f} uV/K")
print(f"Tunnelling width a = {a_ex:.4f}; L1 = {m_tunnel[1]:.4f}; "
      f"small-a L1 = {ln2 - np.pi**2 * a_ex**2 / 24:.4f}")
print("Corrected Lorenz numbers in (k/e)^2:")
print(f"  tunnelling only: {lorenz(m_tunnel):.4f}")
print(f"  higher modes only: {ladder:.4f}")
print(f"  tunnelling and higher modes: {full:.4f} "
      f"({100 * (full / ideal - 1):+.1f} % from ideal)")
for sign in (-1, 1):
    print(f"  mu off by {sign * gate_error:+.1f} meV: "
          f"{step_lorenz(sign * gate_error / kt):.4f}")
print(f"  spin splitting {spin_split:.1f} meV: {split:.4f}")
print("Shorter constrictions at 4 K, tunnelling and higher modes:")
for hw in (1.0, 2.0):
    print(f"  hbar omega_x = {hw:.1f} meV: "
          f"{channel_lorenz(T, hw):.4f} (k/e)^2")
print("Finite heating, change of open-circuit K from linear value:")
for fraction in (0.1, 0.5):
    change = open_circuit(fraction)[1] / k_direct - 1
    print(f"  dT = {fraction * T:.1f} K: {100 * change:+.3f} %")
print(f"Four acoustic modes carry {K_lattice * 1e12:.3f} pW/K, "
      f"{K_lattice / K:.2f} times K")
print("Temperature scan, tunnelling and higher modes, (k/e)^2:")
for temp in (1, 2, 4, 6, 8, 16):
    print(f"  {temp:2d} K: {channel_lorenz(temp, barrier):.4f}")
print("OK")
```

Running it gives:

```
L0, L1, L2 at threshold: 0.500000, 0.693147, 1.644934
pi^2/3 = 3.289868; 4 (ln 2)^2 = 1.921812
Lorenz number, formula: 1.368056 (k/e)^2
Lorenz number, reservoir currents: 1.368056 (k/e)^2
Ratio with zero bias instead: 3.289868 (k/e)^2
Open-circuit dmu/(k dT): -1.386294
Fraction of Wiedemann-Franz value: 0.4158
Lorenz number in SI: 1.0159e-08 W Ohm/K^2
Wiedemann-Franz in SI: 2.4430e-08 W Ohm/K^2
Slope at threshold per unit eta: 0.2769 (k/e)^2
eta = (mu-E0)/kT and Lorenz number in (k/e)^2:
   -12  1.0000
    -4  1.0091
    -2  1.0643
    -1  1.1616
     0  1.3681
     1  1.7146
     2  2.1478
     4  2.8637
    25  3.2899
Barrier: energy/(hbar omega_x), T numeric, T formula:
  -0.30  0.13182  0.13182
   0.00  0.50000  0.50000
   0.20  0.77845  0.77845
Example inputs: T = 4.0 K, spacing = 5.0 meV, hbar omega_x = 0.5 meV
kT = 0.3447 meV; spacing/kT = 14.51
Conductance G = 38.740 uS
Electronic heat conductance K = 1.5743 pW/K
Seebeck coefficient = -119.46 uV/K
Tunnelling width a = 0.2309; L1 = 0.6730; small-a L1 = 0.6712
Corrected Lorenz numbers in (k/e)^2:
  tunnelling only: 1.4784
  higher modes only: 1.3683
  tunnelling and higher modes: 1.4786 (+8.1 % from ideal)
  mu off by -0.1 meV: 1.2939
  mu off by +0.1 meV: 1.4546
  spin splitting 0.5 meV: 1.6948
Shorter constrictions at 4 K, tunnelling and higher modes:
  hbar omega_x = 1.0 meV: 1.7235 (k/e)^2
  hbar omega_x = 2.0 meV: 2.2224 (k/e)^2
Finite heating, change of open-circuit K from linear value:
  dT = 0.4 K: +0.081 %
  dT = 2.0 K: +2.046 %
Four acoustic modes carry 15.143 pW/K, 9.62 times K
Temperature scan, tunnelling and higher modes, (k/e)^2:
   1 K: 2.2217
   2 K: 1.7232
   4 K: 1.4786
   6 K: 1.4308
   8 K: 1.4647
  16 K: 1.9174
OK
```
